# Ion friction and dilute-impurity resistivity from a change of reference frame

**Q:** A slow ion loses energy in a metal. A stationary impurity resists a current. One is a stopping problem, the other a transport problem. Why should one number describe both?

**A:** Because each is a relative motion of an ion and an electron gas. Take an ion moving at constant velocity $\mathbf v$ through a free-electron gas at rest, with number density $n$. For small $v$ the force on the ion is linear and opposes the motion:

$$\mathbf F=-\eta\,\mathbf v ,\qquad \eta>0 .$$

This defines the friction coefficient $\eta$. The energy lost per unit length is $S=\eta v$, and per unit time it is $\eta v^2$.

Now use coordinates that move with the ion, $\mathbf r'=\mathbf r-\mathbf vt$. The ion is at rest and every electron velocity is reduced by $\mathbf v$, so the gas drifts at $\mathbf u=-\mathbf v$. Forces between particles depend on their separations, which are unchanged, and accelerations are unchanged too. The force on the ion is therefore the same vector, written in terms of the drift:

$$\mathbf F=-\eta\mathbf v=+\eta\,\mathbf u .$$

A drifting gas pushes a fixed ion along the drift. That is the situation of an impurity in a current-carrying metal.

**Q:** You moved the positive background as well. In the stopping problem it is at rest relative to the gas; in the wire it is at rest relative to the impurity.

**A:** That is a real difference between the two situations, and it is harmless here because the background is taken as uniform. A uniform charge looks the same after any displacement, so sliding it past the ion changes no force. A crystal lattice is not uniform, and for it this step is an approximation.

**Q:** The ion also slows down, so its frame is not inertial.

**A:** The velocity decays as $M\dot v=-\eta v$, with time constant $M/\eta$. For the proton treated below this is about 220 fs. An electron at the Fermi velocity crosses the screening length, 0.042 nm, in $0.042\times10^{-9}/2.1\times10^{6}\ \mathrm{s}=0.02$ fs. That is some ten thousand times shorter than the slowing time. The gas also responds collectively, on the scale of the plasma period $2\pi/\omega_p$ with $\omega_p^2=ne^2/(\epsilon_0m)$. Here this is 0.25 fs, still nearly a thousand times shorter, so a constant velocity is a good approximation.

**Q:** Then how does a force on one ion become a resistivity?

**A:** Through momentum balance. Let $n_i$ ions per volume be fixed at random positions, so dilute that each scatters independently. The electron charge is $-e$. Two forces act on the electrons in unit volume: the field exerts $-ne\mathbf E$, and the ions exert the reaction to the push they receive, $-n_i\eta\mathbf u$. In a steady state the sum vanishes:

$$-ne\mathbf E-n_i\eta\,\mathbf u=0\quad\Rightarrow\quad \mathbf E=-\frac{n_i\eta}{ne}\,\mathbf u .$$

The current density is $\mathbf J=-ne\mathbf u$, so $\mathbf u=-\mathbf J/(ne)$. The two minus signs cancel:

$$\mathbf E=\frac{n_i\eta}{n^2e^2}\,\mathbf J ,\qquad\boxed{\ \delta\rho=\frac{n_i\,\eta}{n^2e^2}\ }$$

One factor $1/(ne)$ converts current into drift, the other converts force density into field. The energy account agrees: the friction power per volume is $n_i\eta u^2$, and the Joule heat is $\delta\rho J^2=\delta\rho\,n^2e^2u^2=n_i\eta u^2$.

**Q:** The field also pulls directly on the charged ion, and the ion brings its own screening electrons. Where are they?

**A:** They enter at higher order in $n_i$. From the balance above, $eE=(n_i/n)\,\eta u$ in magnitude. For an ion of charge $Ze$ with $Z$ of order one, the direct pull is thus smaller than the electron push by a factor of order $n_i/n$. The added electrons change $n$ by the same relative order. The direct pull adds to the force on the fixed ion but does not appear in the momentum balance of the electrons. If these ions are the only source of resistance, the added electrons correct $\delta\rho$ at order $n_i^2$, while the boxed result is of first order. Other scatterers require a stronger field for the same current. The direct pull then grows with the total resistivity, and the added electrons also change the resistivity due to the other scatterers.

**Q:** I still suspect a hidden assumption. The ion moves through a gas in equilibrium. In the wire, the electrons are driven by a field. Is their distribution just an equilibrium one, displaced?

**A:** That is the main condition, and it needs a calculation. I start with the force from a displaced distribution, $f(\mathbf k)=f_0(\mathbf k-m\mathbf u/\hbar)$, with the ion acting as a fixed spherical potential. Let $W_{\mathbf k\mathbf k'}$ be the elastic scattering rate. The momentum given to the ion per unit time is

$$\mathbf F=\sum_{\mathbf k\mathbf k'}W_{\mathbf k\mathbf k'}\,\hbar(\mathbf k-\mathbf k')\,f_{\mathbf k}(1-f_{\mathbf k'}) .$$

The product $f_{\mathbf k}f_{\mathbf k'}$ and the rate $W$ are symmetric under exchange of $\mathbf k$ and $\mathbf k'$, while $\mathbf k-\mathbf k'$ is antisymmetric. The Pauli term therefore sums to zero. What remains is the mean momentum loss of an electron, expressed by the transport cross-section $\sigma_{\rm tr}=\int(1-\cos\theta)\,d\sigma$:

$$\mathbf F=\int\frac{2\,d^3k}{(2\pi)^3}\,f_0(\mathbf k-m\mathbf u/\hbar)\;\hbar\mathbf k\,\frac{\hbar k}{m}\,\sigma_{\rm tr}(k).$$

The displacement changes the energy argument of $f_0$ by $-\hbar\mathbf k\cdot\mathbf u$ to first order, so $f\simeq f_0-f_0'\,\hbar\mathbf k\cdot\mathbf u$, where the prime is a derivative with respect to energy. The $f_0$ term gives no force by symmetry. In the other, the angular average of $k_z^2$ is $k^2/3$, and $2d^3k/(2\pi)^3$ becomes $k^2dk/\pi^2$:

$$F=\frac{\hbar^3u}{3\pi^2m}\int dk\,k^5(-f_0')\,\sigma_{\rm tr}(k).$$

At zero temperature $-f_0'=\delta(\varepsilon-\varepsilon_F)$, and $dk=m\,d\varepsilon/(\hbar^2k)$. The integral is $mk_F^4\sigma_{\rm tr}(k_F)/\hbar^2$. With $n=k_F^3/(3\pi^2)$,

$$F=\frac{\hbar k_F^4\sigma_{\rm tr}}{3\pi^2}\,u=n\hbar k_F\sigma_{\rm tr}(k_F)\,u,\qquad \eta=n\hbar k_F\,\sigma_{\rm tr}(k_F).$$

**Q:** And the distribution that the field produces?

**A:** The linearized Boltzmann equation for impurity scattering alone is

$$-e\,\mathbf E\cdot\mathbf v_{\mathbf k}\,f_0'=-\frac{\delta f}{\tau},\qquad \frac1\tau=n_iv_k\sigma_{\rm tr}(k),\qquad \mathbf v_{\mathbf k}=\frac{\hbar\mathbf k}{m}.$$

Insert the displaced form $\delta f=-f_0'\,\hbar\mathbf k\cdot\mathbf u=-f_0'\,m\mathbf v_{\mathbf k}\cdot\mathbf u$. The right side becomes $+f_0'\,m\mathbf v_{\mathbf k}\cdot\mathbf u/\tau$, and the equation holds if $\mathbf u=-e\tau\mathbf E/m$. For degenerate electrons $f_0'$ selects the Fermi surface, where $\tau$ has one value. One drift velocity then serves every electron involved, and the displaced distribution is the solution. From $\mathbf J=-ne\mathbf u=(ne^2\tau/m)\mathbf E$,

$$\delta\rho=\frac{m}{ne^2\tau}=\frac{n_i\,mv_F\sigma_{\rm tr}}{ne^2}=\frac{n_i\,\hbar k_F\sigma_{\rm tr}}{ne^2}=\frac{n_i\eta}{n^2e^2},$$

in agreement with the momentum balance.

**Q:** What if the electrons are not degenerate?

**A:** Then $\tau$ varies over the occupied energies. Let $\langle\cdot\rangle$ be the average with weight $\varepsilon^{3/2}(-f_0')$. The Boltzmann solution gives $\rho=m/(ne^2\langle\tau\rangle)$. The force integral for a displaced distribution gives $n_i\eta=nm\langle1/\tau\rangle$. Hence

$$\frac{n_i\eta/(n^2e^2)}{\rho}=\langle\tau\rangle\langle1/\tau\rangle\ \ge\ 1 ,$$

by the Cauchy–Schwarz inequality applied to $\tau^{1/2}$ and $\tau^{-1/2}$. With impurity scattering alone, the formula can overestimate the resistivity but not underestimate it.

For a classical gas with constant cross-section, $\tau\propto\varepsilon^{-1/2}$ and $-f_0'\propto e^{-\varepsilon/k_BT}$. The ratio is $\Gamma(2)\Gamma(3)/\Gamma(5/2)^2=32/(9\pi)=1.13$, an excess of 13% over the true resistivity. If collisions between electrons are frequent enough to restore a displaced equilibrium, the formula applies again, since such collisions conserve total momentum.

**Q:** One thing still bothers me. In the ion's frame scattering is elastic and Pauli blocking cancels. In the laboratory the ion loses energy by exciting electrons, and blocking surely matters there.

**A:** Both descriptions are right. In the laboratory, an electron going from $\mathbf k$ to $\mathbf k+\mathbf q$ takes up the energy $\hbar\mathbf q\cdot\mathbf v$. In the ion's frame its wave vector is $\mathbf k-m\mathbf v/\hbar$, and expanding the squares gives

$$\varepsilon(\mathbf k+\mathbf q-m\mathbf v/\hbar)-\varepsilon(\mathbf k-m\mathbf v/\hbar)=\varepsilon(\mathbf k+\mathbf q)-\varepsilon(\mathbf k)-\hbar\mathbf q\cdot\mathbf v=0 .$$

The same event is inelastic in one frame and elastic in the other. The power is the sum of $\hbar\mathbf q\cdot\mathbf v$ over events, which is $\mathbf v$ dotted into the momentum given to the electrons per unit time, or $\eta v^2$.

This was tested in the Born approximation with a fixed screened potential. One side counted electron–hole pairs in a Fermi sphere at rest, with blocking. The other used the drifting sphere without blocking. The ratio of the forces was 1.0000 at both $v=0.02\,v_F$ and $v=0.30\,v_F$.

**Q:** I would like a number. Where does $\sigma_{\rm tr}$ come from?

**A:** From phase shifts $\delta_l$ at the Fermi energy. The scattering amplitude is $f(\theta)=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta)$. Orthogonality of the $P_l$ gives the total cross-section. Writing $2l+1=(l+1)+l$ and relabelling the second part,

$$\sigma=\frac{4\pi}{k^2}\sum_l(2l+1)\sin^2\delta_l=\frac{4\pi}{k^2}\sum_l(l+1)\left(\sin^2\delta_l+\sin^2\delta_{l+1}\right).$$

The $\cos\theta$ term couples neighbouring $l$, through $\int_{-1}^{1}xP_lP_{l+1}dx=2(l+1)/[(2l+1)(2l+3)]$:

$$\int|f|^2\cos\theta\,d\Omega=\frac{8\pi}{k^2}\sum_l(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1}).$$

Subtract, and use $\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b)=\sin^2(a-b)$:

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

The example is a proton in a gas with density parameter $r_s=2$ (the radius, in Bohr radii $a_0$, of a sphere holding one electron). Then $n=2.014\times10^{23}\ \mathrm{cm^{-3}}$, $k_F=18.13\ \mathrm{nm^{-1}}$ and $v_F=2.10\times10^6$ m/s.

The potential energy of an electron is modelled as a screened Coulomb attraction. Its screening length is set so that the displaced electron charge neutralizes the proton, which is the Friedel sum rule $(2/\pi)\sum_l(2l+1)\delta_l=1$. This gives 0.0422 nm. It is a one-parameter model, not a self-consistent electronic-structure calculation.

The first phase shifts are 0.9186, 0.1414, 0.0302 and 0.0074 rad. The first three terms of the sum are

$$\sin^2(0.7772)+2\sin^2(0.1112)+3\sin^2(0.0228)=0.4918+0.0246+0.0016=0.5180 .$$

With $4\pi/k_F^2=0.0382\ \mathrm{nm^2}$ this gives $\sigma_{\rm tr}=0.0198\ \mathrm{nm^2}$. Most of it comes from the difference between the $s$ and $p$ phase shifts. Then

$$\eta=(2.0138\times10^{29})(1.0546\times10^{-34})(1.8133\times10^{10})(1.980\times10^{-20})=7.62\times10^{-15}\ \mathrm{kg/s},$$

or $0.20\,\hbar/a_0^2$.

**Q:** What does that mean for stopping and for resistance?

**A:** A 1 keV proton moves at $\sqrt{2E/M}=4.38\times10^5$ m/s, which is $0.208\,v_F$. The force is $\eta v=3.34\times10^{-9}$ N, so $S=20.8$ eV/nm in this model.

For the resistance, take $n_i=5\times10^{20}\ \mathrm{cm^{-3}}$:

$$\delta\rho=\frac{(5\times10^{26})(7.62\times10^{-15})}{(2.014\times10^{29})^2(1.602\times10^{-19})^2}=3.66\times10^{-9}\ \Omega\,\mathrm m=0.366\ \mu\Omega\,\mathrm{cm}.$$

A separate solution of the Boltzmann equation, with the angular distribution on the Fermi sphere left free, also gave $0.366\ \mu\Omega\,\mathrm{cm}$. At three conduction electrons per host atom, this concentration is 0.745 at.%, so the increase is $0.49\ \mu\Omega\,\mathrm{cm}$ per at.%.

The scales differ greatly. At $10^5\ \mathrm{A/cm^2}$ the electrons drift at 0.031 m/s and push each proton with $1.5\times10^{-6}$ eV/nm. The same $\eta$ spans both cases because both speeds lie well below $v_F$.

**Q:** Is $0.208\,v_F$ slow enough?

**A:** With the potential held fixed, the full drifting-sphere force at that speed is 1.3% below $\eta v$. This does not include the change of the screening cloud with speed, which the model leaves out.

The choice of potential matters more. With the Thomas–Fermi screening length, 0.0479 nm, and all else fixed, $\eta$ rises by 15%, but that potential is not neutral (its Friedel sum is 1.25). A neutral potential from an exponential electron cloud raises $\eta$ by 18%. A self-consistent local-density calculation for the proton in the same gas gives $\eta=0.257\,\hbar/a_0^2$, 27% higher, which means $S\approx26$ eV/nm and $\delta\rho\approx0.46\ \mu\Omega\,\mathrm{cm}$. The digits quoted above therefore belong to the screened-Coulomb model only. Keeping the original potential but using the Born approximation gives 0.53 of the phase-shift value. These changes multiply $\eta$ and $\delta\rho$ alike, so they leave the relation between them intact.

**Q:** Would a real implanted foil show this resistance?

**A:** The parameters are roughly those of aluminium, with a foil 2 µm thick, uniformly filled and measured cold. At $r_s=2.07$, closer to aluminium, the same model gives 0.44 rather than $0.366\ \mu\Omega\,\mathrm{cm}$ for the same $n_i$. Uniform filling needs a dose of $5\times10^{20}\times2\times10^{-4}=10^{17}\ \mathrm{cm^{-2}}$, spread over several implantation energies. The concentration is far above what solid aluminium dissolves in equilibrium, so hydrogen may collect at defects or leave on warming. The assumption of isolated, random scatterers would then fail, by an amount not estimated here.

Implantation damage is a more direct problem. If a vacancy is crudely modelled as a screened charge $-3$, it scatters 1.34 times as strongly as a proton. One surviving vacancy per proton would raise the total from 0.366 to $0.366\times2.34=0.86\ \mu\Omega\,\mathrm{cm}$, if the two scatter independently. The ratio depends on the model: it is 2.0 for a square barrier obeying the same sum rule, and 0.9 when vacancy and proton are both treated self-consistently in the local-density approximation. Displaced host atoms scatter too and are not counted. Annealing must remove the damage while keeping the hydrogen dispersed before the proton part can be read.

Other neglected effects differ in size:

- With impurity scattering alone, thermal smearing makes the formula too large by a relative $1.2\times10^{-5}$ at 300 K; other scatterers, such as phonons, can change the size and sign of this small deviation. The energy window narrows on cooling, so this is no concern in a cold foil.
- The ratio $n_i/n$ is 0.25%. One added electron per proton lowers $\delta\rho$ by about 0.4% in this model if the protons dominate the resistance, and the correction is larger if other scatterers contribute.
- The impurity mean free path is 101 nm, or 5% of the foil thickness. Surface scattering adds some resistance, which is not included.
- For a lattice potential with Fourier components of a rough 0.5 eV, about 30% of the Fermi sphere lies close enough to Bragg planes for a second plane wave to carry more than about 15% of the weight (the share is 18% for a threshold of 25%, and 53% for a threshold of 5%). This is not a 30% error in $\delta\rho$, but it shows that free electrons are a serious simplification.

**Q:** So could I measure a resistance and predict the stopping power?

**A:** As an estimate, yes, by inverting the relation: $S=\eta v=(n^2e^2\,\delta\rho/n_i)\,v$. This is the electronic part of the stopping power; in a real solid, collisions with the host nuclei add to it. The ion must move well below $v_F$ and have the same charge state in both experiments, and the host must be close to a free-electron metal. There is also a difference of place. An impurity samples the electron density at its resting site, whereas a moving ion samples the densities along its path. In a uniform gas these coincide; in a crystal they need not. The numerical output below gives the values for the screened-Coulomb model.

## Table of computed values

```
r_s (input) = 2.0 a0
conduction electrons per atom (input) = 3
electron density n = 2.0138e+23 cm^-3
Fermi wave number = 18.133 nm^-1
Fermi energy = 12.53 eV
Fermi velocity = 2.099e+06 m/s
proton density n_i (input) = 5.0e+20 cm^-3
protons per host atom = 0.745 at.%
screening length 1/alpha, Friedel = 0.0422 nm
Friedel sum at that alpha = 1.000000
phase shift l=0 = 0.9186 rad
phase shift l=1 = 0.1414 rad
phase shift l=2 = 0.0302 rad
phase shift l=3 = 0.0074 rad
sigma_tr, phase-shift sum = 0.01980 nm^2
sigma_tr, angular integral = 0.01980 nm^2
eta = n hbar kF sigma_tr = 0.2025 hbar/a0^2
eta from drifting sphere, u = 0.01 vF = 0.2025 hbar/a0^2
eta in SI = 7.624e-15 kg/s
velocity decay time M/eta = 219.4 fs
proton energy (input) = 1.0 keV
proton speed / Fermi velocity = 0.208
stopping power eta v = 20.83 eV/nm
Born force, lab/ion frame, v=0.02 vF = 1.00000
Born force, lab/ion frame, v=0.30 vF = 1.00000
delta rho from eta = 0.3662 micro-ohm cm
delta rho from Boltzmann = 0.3662 micro-ohm cm
delta rho per at.% = 0.4916 micro-ohm cm
current density (input) = 1.0e+05 A/cm^2
electron drift speed = 0.0310 m/s
wind force on one proton = 1.475e-06 eV/nm
field due to protons = 3.6620e-02 V/cm
classical gas, formula/true rho = 1.1318
thermal excess of formula at 300 K = 1.17e-05
force/(eta v) at the proton speed = 0.9873
Thomas-Fermi screening length = 0.0479 nm
eta(Thomas-Fermi alpha)/eta = 1.154
eta(Born, Friedel alpha)/eta = 0.530
n_i/n = 2.48e-03
mean free path = 101.0 nm
kF times mean free path = 1832
foil thickness (input) = 2.0 um
mean free path / foil thickness = 0.051
vacancy (charge -3) / proton resistivity = 1.34
lattice Fourier component (rough input) = 0.5 eV
share of Fermi sphere near Bragg planes = 0.304
```
